**Soft zone-centre mode of a shell-model chain: numerical tests**

The program tests \(\mu\omega^2=K=2fk/(2f+k)\), where \(k\) is the core–shell spring, \(f\) the spring from the shell to each neighbouring cation, and \(\mu\) the reduced mass of cation and anion core. It asserts that the spectrum of an explicit eight-cell spring network agrees with the Bloch-wave formula, and that the finite-difference exponent of \(\omega\) against \(k\) equals \(1/[2(1+k/2f)]\). The output shows this exponent rising from 0.417 at 40 N/m to 0.4998 at 0.1 N/m, while the mode energy falls from 25.3 to 1.385 meV. Lattice dipole sums confirm the local-field factors 1/3 and −2/3, and numerical elimination of a charged shell confirms that Coulomb forces move the zero to a finite bare spring, 52.97 N/m in the example. The ratio of static to clamped-ion permittivity is asserted to equal the ratio of longitudinal to transverse stiffness. Further assertions cover the first-order effect of a shell mass, the stiff-spring limit of the thermal stiffness, and the quantum correction to the mean-square displacement. For the assumed quartic constant, thermal motion at 300 K leaves an equivalent energy of 15.2 meV at \(k=0\), where the harmonic model gives zero.

## Numerical verification

```python
"""
Soft zone-centre mode of a diatomic chain with a polarizable anion.

Result under test: a massless anion shell, tied to its core by a spring k
and to each of two neighbouring cations by a spring f, leaves at q = 0
    mu * omega^2 = K = 2 f k / (2 f + k),
so omega -> sqrt(k / mu) as k -> 0.
mu: reduced mass of cation and anion core; core_core: spring between
neighbouring anion cores. Springs in N/m, masses in kg, energies in meV.
The program also sizes Coulomb forces, shell mass and thermal motion.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gamma

M_CAT = 90 * const.atomic_mass
M_CORE = 16 * const.atomic_mass
MU = M_CAT * M_CORE / (M_CAT + M_CORE)
F = 100.0
CORE_CORE = 5.0
K_REF = 20.0
TEMP = 300.0
KT = const.k * TEMP


def to_mev(spring, mass):
    return const.hbar * np.sqrt(spring / mass) / const.e * 1e3


def network(n, f, k, core_core):
    """Hessian of n periodic cells; order: cations, cores, shells."""
    h = np.zeros((3 * n, 3 * n))

    def add(i, j, c):
        h[i, i] += c
        h[j, j] += c
        h[i, j] -= c
        h[j, i] -= c

    for j in range(n):
        nxt = (j + 1) % n
        add(j, 2 * n + j, f)
        add(nxt, 2 * n + j, f)
        add(n + j, 2 * n + j, k)
        add(n + j, n + nxt, core_core)
    return h


def eliminate_shells(h):
    m = 2 * len(h) // 3
    return h[:m, :m] - h[:m, m:] @ np.linalg.solve(h[m:, m:], h[m:, :m])


def omega2(h, masses):
    root = np.sqrt(masses)
    return np.linalg.eigvalsh(h / np.outer(root, root))


def spectrum(n, f, k, core_core):
    masses = np.repeat([M_CAT, M_CORE], n)
    return omega2(eliminate_shells(network(n, f, k, core_core)), masses)


def series_spring(two_f, k):
    return two_f * k / (two_f + k)


# Full spectrum of an explicit network against the Bloch-wave formula
N = 8
for k_test in (150.0, 20.0, 0.5):
    bloch = []
    for j in range(N):
        c = np.cos(np.pi * j / N)
        d11 = 2 * F - 4 * F**2 * c**2 / (k_test + 2 * F)
        d12 = -2 * F * k_test * c / (k_test + 2 * F)
        d22 = series_spring(2 * F, k_test) + 4 * CORE_CORE * (1 - c**2)
        bloch.extend(omega2(np.array([[d11, d12], [d12, d22]]),
                            np.array([M_CAT, M_CORE])))
    found = spectrum(N, F, k_test, CORE_CORE)
    assert np.allclose(found, np.sort(bloch), rtol=1e-9,
                       atol=1e-10 * found[-1])

# Springs left between the ions after the shells are eliminated
left = eliminate_shells(network(N, F, K_REF, 0.0))
spring_cat_core = F * K_REF / (K_REF + 2 * F)
spring_cat_cat = F**2 / (K_REF + 2 * F)
assert np.isclose(-left[0, N], spring_cat_core)
assert np.isclose(-left[0, 1], spring_cat_cat)
assert abs(left[0, 2]) < 1e-10 and abs(left[N, N + 1]) < 1e-10

# Zone-centre frequency and its local exponent as k weakens
print("cation, anion mass (u):", round(M_CAT / const.atomic_mass, 3),
      round(M_CORE / const.atomic_mass, 3))
print(f"reduced mass (u): {MU / const.atomic_mass:.3f}")
print(f"f, core-core spring (N/m): {F:.0f}, {CORE_CORE:.0f}")
print(f"left cation-core spring, k=20 (N/m): {spring_cat_core:.3f}")
print(f"left cation-cation spring, k=20 (N/m): {spring_cat_cat:.3f}")
print("k (N/m) | K (N/m) | energy (meV) | root law (meV) | exponent")
for k in (40.0, 20.0, 10.0, 5.0, 1.0, 0.1):
    w2 = spectrum(1, F, k, CORE_CORE)[1]
    assert np.isclose(w2 * MU, series_spring(2 * F, k), rtol=1e-8)
    up = spectrum(1, F, k * 1.001, CORE_CORE)[1]
    down = spectrum(1, F, k / 1.001, CORE_CORE)[1]
    slope = 0.5 * np.log(up / down) / (2 * np.log(1.001))
    assert abs(slope - 0.5 / (1 + k / (2 * F))) < 1e-5
    print(f"{k:5.1f} | {w2 * MU:7.4f} | {to_mev(w2 * MU, MU):7.3f} | "
          f"{to_mev(k, MU):7.3f} | {slope:.4f}")
K_EFF = series_spring(2 * F, K_REF)
E_REF = to_mev(K_EFF, MU)
print(f"frequency at k=20 (THz): {np.sqrt(K_EFF / MU) / 2e12 / np.pi:.3f}")
for k in (20.0, 0.1):
    h = network(1, F, k, 0.0)
    shell_shift = np.array([h[2, 0], h[2, 1]]) / -h[2, 2]
    assert np.isclose(shell_shift[0], 2 * F / (2 * F + k))
    print(f"shell follows cation, k={k:g} (fraction): {shell_shift[0]:.4f}")

# A slightly negative k: stable shell, unstable lattice
assert network(1, F, -5.0, 0.0)[2, 2] > 0
assert spectrum(1, F, -5.0, 0.0)[0] * MU < -1.0

# Away from the zone centre
k_weak = 0.1
bare_branch = spectrum(N, F, k_weak, 0.0)
assert bare_branch[N - 1] < k_weak / M_CORE < bare_branch[N]
print(f"highest lower-branch energy, k=0.1, no core-core (meV): "
      f"{to_mev(bare_branch[N - 1], 1.0):.3f}")
for k in (K_REF, k_weak):
    edge = (series_spring(2 * F, k) + 4 * CORE_CORE) / M_CORE
    assert np.min(abs(spectrum(N, F, k, CORE_CORE) / edge - 1)) < 1e-9
    print(f"zone-boundary core mode, k={k:g} (meV): {to_mev(edge, 1.0):.3f}")


# Local field of a dipole wave in a rocksalt lattice, in units of P/eps0
def local_field(axis, other_sublattice):
    """Gaussian-screened reciprocal sum; cube edge 1, wave along x."""
    eta = 8.0
    r = np.arange(-15, 16)
    g = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1)
    parity = g % 2
    keep = (parity[0] == parity[1]) & (parity[1] == parity[2])
    g = g[:, keep]
    phase = np.where(g[0] % 2 == 1, -1.0, 1.0) if other_sublattice else 1.0
    wave = 2 * np.pi * (g + np.array([[1e-4], [0.0], [0.0]]))
    sq = np.sum(wave**2, axis=0)
    total = -np.sum(phase * wave[axis]**2 / sq * np.exp(-sq / (4 * eta**2)))
    own = 0.25 * eta**3 / (3 * np.pi**1.5)
    return total + (0.0 if other_sublattice else own)


for other in (False, True):
    assert abs(local_field(2, other) - 1 / 3) < 1e-4
    assert abs(local_field(0, other) + 2 / 3) < 1e-4
print(f"local field, transverse (P/eps0): {local_field(2, False):.4f}")
print(f"local field, longitudinal (P/eps0): {local_field(0, False):.4f}")

# Coulomb forces: bare springs that give the chain's effective ones
VOLUME = 0.03e-27
CHARGES = np.array([2.0, 1.0, -3.0])
Z, X, Y = CHARGES
C = const.e**2 / (3 * const.epsilon_0 * VOLUME)
A = 2 * F
BARE_2F = A + C * Z**2
K_CRIT = BARE_2F * C * X**2 / A
B = BARE_2F + K_CRIT - C * Y**2
assert B > 0


def charged_hessian(k_bare, field):
    h = network(1, BARE_2F / 2, k_bare, 0.0)
    return h - field * np.outer(CHARGES, CHARGES)


def permittivity(k_bare):
    """Static and clamped-ion values, from the response to a field."""
    h = charged_hessian(k_bare, C)
    static = 1 + 3 * C * CHARGES @ np.linalg.pinv(h, rcond=1e-12) @ CHARGES
    return static, 1 + 3 * C * Y**2 / h[2, 2]


print(f"cell volume (nm^3): {VOLUME * 1e27:.3f}")
print(f"charges cation, core, shell (e): {Z:.0f}, {X:.0f}, {Y:.0f}")
print(f"Coulomb constant C (N/m): {C:.2f}")
print(f"bare cation-shell constant F (N/m): {BARE_2F:.2f}")
print(f"bare threshold k_c (N/m): {K_CRIT:.2f}")
print(f"constant B (N/m): {B:.2f}")
assert abs(eliminate_shells(charged_hessian(K_CRIT, C))[0, 0]) < 1e-9
for k in (20.0, 5.0, 1.0):
    k_bare = K_CRIT + k * B / A
    k_to = eliminate_shells(charged_hessian(k_bare, C))[0, 0]
    k_lo = eliminate_shells(charged_hessian(k_bare, -2 * C))[0, 0]
    assert np.isclose(k_to, series_spring(A, k), rtol=1e-8)
    eps_static, eps_clamped = permittivity(k_bare)
    assert np.isclose(eps_static / eps_clamped, k_lo / k_to, rtol=1e-7)
    print(f"k={k:g}: bare k (N/m) {k_bare:.2f}, "
          f"above threshold (%) {100 * (k_bare / K_CRIT - 1):.2f}")
    print(f"  TO, LO (meV): {to_mev(k_to, MU):.2f}, {to_mev(k_lo, MU):.2f}")
    print(f"  permittivity static, clamped: {eps_static:.1f}, "
          f"{eps_clamped:.2f}")

# Finite shell mass: eight electron masses
m_shell = 8 * const.m_e
three = omega2(network(1, F, K_REF, 0.0),
               np.array([M_CAT, M_CORE, m_shell]))
shift = np.sqrt(three[1] * MU / K_EFF) - 1
u = M_CORE / (M_CAT + M_CORE)
v = u - 1
s = (K_REF * v + 2 * F * u) / (K_REF + 2 * F)
first_order = -0.5 * m_shell * s**2 / MU
assert abs(shift / first_order - 1) < 0.02
print(f"relative shift by shell mass, k=20: {shift:.2e}")
print(f"shell mode energy (eV): {to_mev(three[2], 1.0) / 1e3:.2f}")

# Thermal stiffness kT/<w^2> with a quartic core-shell energy g b^4 / 4
G4 = 2e22


def thermal_stiffness(two_f, k, g):
    b = np.linspace(-2e-10, 2e-10, 40001)
    force = k * b + g * b**3
    w = b + force / two_f
    energy = force**2 / (2 * two_f) + k * b**2 / 2 + g * b**4 / 4
    weight = np.exp(-energy / KT) * (1 + (k + 3 * g * b**2) / two_f)
    return KT * np.sum(weight) / np.sum(weight * w**2)


assert np.isclose(thermal_stiffness(2 * F, K_REF, 0.0), K_EFF, rtol=1e-6)
stiff_limit = 0.5 * np.sqrt(G4 * KT) * gamma(0.25) / gamma(0.75)
assert np.isclose(thermal_stiffness(1e9, 0.0, G4), stiff_limit, rtol=1e-5)
print(f"temperature (K), kT (meV): {TEMP:.0f}, {KT / const.e * 1e3:.2f}")
print(f"quartic constant g (N/m per nm^2): {G4 * 1e-18:.0f}")
print(f"rms cation-core displacement, k=20, g=0 (nm): "
      f"{np.sqrt(KT / K_EFF) * 1e9:.4f}")
print(f"stiff-f thermal stiffness at k=0 (N/m): {stiff_limit:.2f}")
for k in (K_REF, 0.0):
    k_th = thermal_stiffness(2 * F, k, G4)
    assert k_th > series_spring(2 * F, k)
    print(f"thermal stiffness, k={k:g} (N/m): {k_th:.2f}, "
          f"energy (meV): {to_mev(k_th, MU):.2f}")

# Quantum correction to the classical mean-square displacement
half = E_REF * 1e-3 * const.e / (2 * KT)
levels = np.arange(400)
boltz = np.exp(-2 * half * levels)
quantum = 2 * half * np.sum((levels + 0.5) * boltz) / np.sum(boltz)
assert np.isclose(quantum, half / np.tanh(half), rtol=1e-10)
print(f"quantum/classical <w^2>, k=20, g=0: {quantum:.4f}")

print("no test failed")
```

It prints:

```
cation, anion mass (u): 90.0 16.0
reduced mass (u): 13.585
f, core-core spring (N/m): 100, 5
left cation-core spring, k=20 (N/m): 9.091
left cation-cation spring, k=20 (N/m): 45.455
k (N/m) | K (N/m) | energy (meV) | root law (meV) | exponent
 40.0 | 33.3333 |  25.302 |  27.717 | 0.4167
 20.0 | 18.1818 |  18.687 |  19.599 | 0.4545
 10.0 |  9.5238 |  13.524 |  13.858 | 0.4762
  5.0 |  4.8780 |   9.679 |   9.799 | 0.4878
  1.0 |  0.9950 |   4.371 |   4.382 | 0.4975
  0.1 |  0.1000 |   1.385 |   1.386 | 0.4998
frequency at k=20 (THz): 4.518
shell follows cation, k=20 (fraction): 0.9091
shell follows cation, k=0.1 (fraction): 0.9995
highest lower-branch energy, k=0.1, no core-core (meV): 1.277
zone-boundary core mode, k=20 (meV): 24.952
zone-boundary core mode, k=0.1 (meV): 18.104
local field, transverse (P/eps0): 0.3333
local field, longitudinal (P/eps0): -0.6667
cell volume (nm^3): 0.030
charges cation, core, shell (e): 2, 1, -3
Coulomb constant C (N/m): 32.21
bare cation-shell constant F (N/m): 328.85
bare threshold k_c (N/m): 52.97
constant B (N/m): 91.90
k=20: bare k (N/m) 62.16, above threshold (%) 17.35
  TO, LO (meV): 18.69, 33.77
  permittivity static, clamped: 31.4, 9.60
k=5: bare k (N/m) 55.26, above threshold (%) 4.34
  TO, LO (meV): 9.68, 32.68
  permittivity static, clamped: 116.6, 10.23
k=1: bare k (N/m) 53.43, above threshold (%) 0.87
  TO, LO (meV): 4.37, 32.38
  permittivity static, clamped: 571.5, 10.42
relative shift by shell mass, k=20: -5.82e-07
shell mode energy (eV): 3.62
temperature (K), kT (meV): 300, 25.85
quartic constant g (N/m per nm^2): 20000
rms cation-core displacement, k=20, g=0 (nm): 0.0151
stiff-f thermal stiffness at k=0 (N/m): 13.46
thermal stiffness, k=20 (N/m): 23.77, energy (meV): 21.37
thermal stiffness, k=0 (N/m): 12.06, energy (meV): 15.22
quantum/classical <w^2>, k=20, g=0: 1.0432
no test failed
```
